**Four decouplings of one Dirac matrix**

The program studies $D=[[V,cP],[cP^\dagger,W-c^2]]$ in Rydberg atomic units, where $V$ and $W$ are potential matrices and $P$ represents $\boldsymbol\sigma\cdot\mathbf p$. If $U$ decouples $D$, so does $\mathrm{diag}(u,w)U$ for unitary $u,w$; the positive-energy block $h$ becomes $uhu^\dagger$ and its orbitals $\phi$ become $u\phi$. The program asserts that symmetric, Cholesky, two-step and diagonal constructions all decouple the model and share its positive-energy spectrum. It compares the matrix $X$, which links lower to upper components, with an iterative solution of its equation, and transformed properties with finite differences of four-component energies. A numerical search over block unitaries is asserted to recover the symmetric decoupling as the one closest to the identity, and the leading angle laws are tested at $c=100$ and $c=200$. In the output, the untransformed expectation value for the lowest positive-energy state varies from 0.818 to 1.000 among the four choices, while the correctly transformed value is 0.840 in each.

## Numerical verification

```python
"""
Result under test: exact decoupling of a Dirac matrix is not unique.
D = [[V, c P], [c P^dagger, W - c^2]] in Rydberg atomic units, 2 m c^2 = c^2.
V, W: potential matrices in the upper and lower bases; P: matrix of sigma.p.
If U decouples D, so does diag(u, w) U for any unitary u and w.
The positive-energy block h becomes u h u^dagger and its orbitals u phi.
The spectrum and consistently transformed properties remain unchanged.
X maps upper to lower components of positive-energy states.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import block_diag, expm, solve_sylvester
from scipy.optimize import minimize

rng = np.random.default_rng(17)
I2 = np.eye(2)
sigma_z = np.diag([1.0, -1.0])


def dag(matrix):
    return matrix.conj().T


def dirac(V, W, P, c):
    return np.block([[V, c * P], [c * dag(P), W - c**2 * I2]])


def inverse_sqrt(matrix):
    values, vectors = np.linalg.eigh(matrix)
    return (vectors / np.sqrt(values)) @ dag(vectors)


def symmetric_decoupling(D):
    vectors = np.linalg.eigh(D)[1][:, 2:]
    X = vectors[2:] @ np.linalg.inv(vectors[:2])
    R = inverse_sqrt(I2 + dag(X) @ X)
    S = inverse_sqrt(I2 + X @ dag(X))
    return X, R, S, np.block([[R, R @ dag(X)], [-S @ X, S]])


def two_step_decoupling(V, W, P, c):
    free = dirac(0 * V, 0 * W, P, c)
    U_free = symmetric_decoupling(free)[3]
    D_intermediate = U_free @ dirac(V, W, P, c) @ dag(U_free)
    return symmetric_decoupling(D_intermediate)[3] @ U_free


def cholesky_decoupling(X, U_symmetric):
    L = np.linalg.cholesky(I2 + dag(X) @ X)
    upper_rows = np.linalg.solve(L, np.hstack([I2, dag(X)]))
    return np.vstack([upper_rows, U_symmetric[2:]])


def rotation(angle):
    return np.array([[np.cos(angle), -np.sin(angle)],
                     [np.sin(angle), np.cos(angle)]])


def relative_angle(U, U_reference):
    u = (U @ dag(U_reference))[:2, :2]
    return np.arctan2(u[1, 0], u[0, 0])


def random_hermitian():
    M = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
    return M + dag(M)


# Model parameters: energies in Ry, P in inverse bohr.
c = 10.0
V = np.array([[-40.0, 6.0], [6.0, -10.0]])
W = np.array([[-50.0, 5.0], [5.0, -15.0]])
P = np.array([[3.0, 1.0], [2.0, 5.0]])
D = dirac(V, W, P, c)
energies, states = np.linalg.eigh(D)
positive = energies[2:]
splitting = positive[1] - positive[0]
X, R, S, U0 = symmetric_decoupling(D)
h0 = (U0 @ D @ dag(U0))[:2, :2]

# The separation condition guarantees a gap and an invertible upper part.
assert np.linalg.eigvalsh(W)[-1] - c**2 < np.linalg.eigvalsh(V)[0]
for trial in range(100):
    Vr, Wr = random_hermitian(), random_hermitian()
    v_min = np.linalg.eigvalsh(Vr)[0]
    Wr -= (np.linalg.eigvalsh(Wr)[-1] - v_min + 1.0) * I2
    coupling = 5 * (rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)))
    Dr = np.block([[Vr, coupling], [dag(coupling), Wr]])
    er, cr = np.linalg.eigh(Dr)
    assert er[2] >= v_min - 1e-10
    assert er[1] <= np.linalg.eigvalsh(Wr)[-1] + 1e-10
    assert np.linalg.svd(cr[:2, 2:], compute_uv=False)[-1] > 1e-6
    Ur = symmetric_decoupling(Dr)[3]
    transformed = Ur @ Dr @ dag(Ur)
    assert np.allclose(transformed[:2, 2:], 0, atol=1e-8)
    assert np.allclose(np.linalg.eigvalsh(transformed[:2, :2]), er[2:],
                       atol=1e-8)

# Solve the nonlinear equation for X without using eigenvectors.
X_iterated = np.zeros((2, 2))
for iteration in range(200):
    X_iterated = solve_sylvester(c**2 * I2 - W,
                                 V + c * P @ X_iterated, c * dag(P))
assert np.allclose(X_iterated, X, atol=1e-11)
h_from_X = np.linalg.inv(R) @ (V + c * P @ X_iterated) @ R
assert np.allclose(h_from_X, h0, atol=1e-9)

# Four exact decouplings, including one that diagonalizes the upper block.
U_cholesky = cholesky_decoupling(X, U0)
U_two_step = two_step_decoupling(V, W, P, c)
psi = states[:, 2].copy()
phi0 = U0[:2] @ psi
if phi0[0] < 0:
    psi, phi0 = -psi, -phi0
orbital_angle = np.arctan2(phi0[1], phi0[0])
U_diagonal = block_diag(rotation(-orbital_angle), I2) @ U0
choices = {"symmetric": U0, "Cholesky": U_cholesky,
           "two-step": U_two_step, "diagonal": U_diagonal}

# A property as the energy derivative for D + lambda Q.
Q = block_diag(sigma_z, sigma_z)
step = 1e-3
property_derivative = (np.linalg.eigvalsh(D + step * Q)[2]
                       - np.linalg.eigvalsh(D - step * Q)[2]) / (2 * step)
property_four = psi @ Q @ psi
assert abs(property_derivative - property_four) < 1e-7

results = {}
for name, U in choices.items():
    transformed = U @ D @ dag(U)
    h = transformed[:2, :2]
    phi = U[:2] @ psi
    angle = relative_angle(U, U0)
    assert np.allclose(U @ dag(U), np.eye(4), atol=1e-11)
    assert np.allclose(transformed[:2, 2:], 0, atol=1e-9)
    assert np.allclose((U @ dag(U0))[:2, 2:], 0, atol=1e-11)
    assert np.allclose(np.linalg.eigvalsh(h), positive, atol=1e-9)
    assert np.allclose(h @ phi, positive[0] * phi, atol=1e-9)
    assert np.allclose(dag(U) @ np.r_[phi, 0, 0], psi, atol=1e-11)
    change = np.linalg.norm(h - h0)
    assert abs(change - np.sqrt(2) * splitting * abs(np.sin(angle))) < 1e-8
    corrected = phi @ (U @ Q @ dag(U))[:2, :2] @ phi
    assert abs(corrected - property_derivative) < 1e-7
    results[name] = (h, phi, angle, change, np.linalg.norm(U - np.eye(4)),
                     phi @ sigma_z @ phi, corrected)
assert abs(results["diagonal"][0][0, 1]) < 1e-9
assert results["Cholesky"][3] > 0.1
assert results["two-step"][3] > 0.01

# Commuting unitaries leave h unchanged; other unitaries reach any target
# Hermitian matrix with the same spectrum.
orbitals = np.linalg.eigh(h0)[1]
u_phase = orbitals @ np.diag(np.exp(1j * np.array([0.3, -1.1]))) @ dag(orbitals)
U_phase = block_diag(u_phase, I2) @ U0
assert np.allclose((U_phase @ D @ dag(U_phase))[:2, :2], h0, atol=1e-9)
target_vectors = np.linalg.eigh(random_hermitian())[1]
target = target_vectors @ np.diag(positive) @ dag(target_vectors)
U_target = block_diag(target_vectors @ dag(orbitals), I2) @ U0
assert np.allclose((U_target @ D @ dag(U_target))[:2, :2], target, atol=1e-9)

# Bare expectation values along the family of real rotations.
bare_scan = []
for angle in np.linspace(0, np.pi, 721):
    u = rotation(angle)
    phi = np.linalg.eigh(u @ h0 @ dag(u))[1][:, 0]
    bare = phi @ sigma_z @ phi
    assert abs(bare - np.cos(2 * (orbital_angle + angle))) < 1e-10
    bare_scan.append(bare)
assert min(bare_scan) < -0.999 and max(bare_scan) > 0.999

# Search all block unitaries for the decoupling closest to the identity.
eigen_decoupling = dag(np.hstack([states[:, 2:], states[:, :2]]))


def unitary_from_parameters(p):
    H = np.array([[p[0], p[2] + 1j * p[3]], [p[2] - 1j * p[3], p[1]]])
    return expm(1j * H)


def candidate(p):
    return block_diag(unitary_from_parameters(p[:4]),
                      unitary_from_parameters(p[4:])) @ eigen_decoupling


def squared_distance(p):
    return np.linalg.norm(candidate(p) - np.eye(4))**2


searches = [minimize(squared_distance, rng.normal(size=8), method="BFGS")
            for start in range(5)]
best = min(searches, key=lambda result: result.fun)
minimum_formula = 8 - 2 * np.trace(R) - 2 * np.trace(S)
# Numerical gradients limit the accuracy of the minimizing matrix.
assert abs(best.fun - minimum_formula) < 1e-7
assert np.allclose(candidate(best.x), U0, atol=1e-4)

# Large-c laws for the angles between natural decoupling choices.
T = P @ dag(P)
commutator = V @ T - T @ V
deviations = []
for c_large in (100.0, 200.0):
    X_large, _, _, U_large = symmetric_decoupling(dirac(V, W, P, c_large))
    angle_two = relative_angle(two_step_decoupling(V, W, P, c_large), U_large)
    angle_chol = relative_angle(cholesky_decoupling(X_large, U_large), U_large)
    ratio_two = angle_two / (commutator[1, 0] / (2 * c_large**4))
    ratio_chol = angle_chol / (-T[1, 0] / (2 * c_large**2))
    deviations.append([abs(ratio_two - 1), abs(ratio_chol - 1)])
deviations = np.array(deviations)
# The omitted terms are smaller by one power of 1/c^2.
assert np.all(deviations[1] < 0.02)
assert np.all(deviations[0] / deviations[1] > 3.5)
assert np.all(deviations[0] / deviations[1] < 4.5)

phi_cholesky = results["Cholesky"][1]
mixed_property = phi_cholesky @ (U0 @ Q @ dag(U0))[:2, :2] @ phi_cholesky
assert abs(mixed_property - property_four) > 1e-3
rydberg_ev = physical_constants["Rydberg constant times hc in eV"][0]


def show(matrix, digits=6):
    return np.array2string(np.asarray(matrix).ravel() + 0.0,
                           precision=digits, suppress_small=True,
                           max_line_width=120)


print("Matrices are listed row by row: 11, 12, 21, 22")
print(f"model c = {c:.1f} Rydberg a.u.; c^2 = {c**2:.1f} Ry")
print("V (Ry):", show(V))
print("W (Ry):", show(W))
print("P (1/bohr):", show(P))
print("all four energies (Ry):", show(energies))
print("positive energies (eV):", show(positive * rydberg_ev, 3))
print(f"positive-level splitting = {splitting:.6f} Ry")
print("X (dimensionless):", show(X))
print("R (dimensionless):", show(R))
print("four-component psi, lowest positive:", show(psi))
print(f"symmetric orbital angle a = {orbital_angle:.6f} rad")
for name, values in results.items():
    h, phi, angle, change, distance, bare, corrected = values
    print(f"{name}: h (Ry):", show(h))
    print("  orbital phi (dimensionless):", show(phi))
    print(f"  angle = {angle:.6f} rad; norm(h-h0) = {change:.6f} Ry")
    print(f"  norm(U-1) = {distance:.6f} (dimensionless)")
    print(f"  <Q>: bare {bare:.6f}, transformed {corrected:.6f}")
print(f"<Q> from four-component state = {property_four:.6f}")
print(f"<Q> from energy derivative = {property_derivative:.6f}")
print(f"<Q> with Cholesky orbital, symmetric operator = {mixed_property:.6f}")
print(f"bare <Q> range in scan: {min(bare_scan):.5f} to {max(bare_scan):.5f}")
print(f"minimum norm(U-1) by search = {np.sqrt(best.fun):.6f}")
print(f"leading Cholesky angle at model c = {-T[1,0]/(2*c**2):.6f} rad")
print(f"leading two-step angle at model c = {commutator[1,0]/(2*c**4):.6f} rad")
print("angle-law relative errors, c=100 (two-step, Cholesky):",
      show(deviations[0]))
print("angle-law relative errors, c=200 (two-step, Cholesky):",
      show(deviations[1]))
print("all good")
```

It prints:

```
Matrices are listed row by row: 11, 12, 21, 22
model c = 10.0 Rydberg a.u.; c^2 = 100.0 Ry
V (Ry): [-40.   6.   6. -10.]
W (Ry): [-50.   5.   5. -15.]
P (1/bohr): [3. 1. 2. 5.]
all four energies (Ry): [-160.231885 -134.626685  -36.008717   15.867288]
positive energies (eV): [-489.924  215.885]
positive-level splitting = 51.876005 Ry
X (dimensionless): [0.243204 0.115534 0.067902 0.391455]
R (dimensionless): [ 0.970459 -0.023281 -0.023281  0.926677]
four-component psi, lowest positive: [ 0.938807 -0.279516  0.196028 -0.045671]
symmetric orbital angle a = -0.281187 rad
symmetric: h (Ry): [-32.014061  13.830022  13.830022  11.872632]
  orbital phi (dimensionless): [ 0.960727 -0.277496]
  angle = 0.000000 rad; norm(h-h0) = 0.000000 Ry
  norm(U-1) = 0.641447 (dimensionless)
  <Q>: bare 0.845992, transformed 0.839570
Cholesky: h (Ry): [-31.291897  14.91447   14.91447   11.150467]
  orbital phi (dimensionless): [ 0.953454 -0.301538]
  angle = -0.025118 rad; norm(h-h0) = 1.842579 Ry
  norm(U-1) = 0.642379 (dimensionless)
  <Q>: bare 0.818150, transformed 0.839570
two-step: h (Ry): [-32.112748  13.67219   13.67219   11.971318]
  orbital phi (dimensionless): [ 0.961716 -0.274047]
  angle = 0.003588 rad; norm(h-h0) = 0.263249 Ry
  norm(U-1) = 0.641515 (dimensionless)
  <Q>: bare 0.849797, transformed 0.839570
diagonal: h (Ry): [-36.008717  -0.        -0.        15.867288]
  orbital phi (dimensionless): [ 1. -0.]
  angle = 0.281187 rad; norm(h-h0) = 20.358133 Ry
  norm(U-1) = 0.748643 (dimensionless)
  <Q>: bare 1.000000, transformed 0.839570
<Q> from four-component state = 0.839570
<Q> from energy derivative = 0.839570
<Q> with Cholesky orbital, symmetric operator = 0.812045
bare <Q> range in scan: -0.99999 to 0.99999
minimum norm(U-1) by search = 0.641447
leading Cholesky angle at model c = -0.055000 rad
leading two-step angle at model c = 0.010800 rad
angle-law relative errors, c=100 (two-step, Cholesky): [0.01606  0.011539]
angle-law relative errors, c=200 (two-step, Cholesky): [0.004057 0.00291 ]
all good
```
